# CEPA(1), (2) and (3) from the quadratic terms of CCD

## 1. One electron pair

Take two electrons on two sites. The hopping is $\tau$ and the repulsion on each site is $U(n_\uparrow-\frac12)(n_\downarrow-\frac12)$. The orbitals are $g=(\chi_1+\chi_2)/\sqrt2$ and $u=(\chi_1-\chi_2)/\sqrt2$, with hopping energies $-\tau$ and $+\tau$. The reference is $g_\uparrow g_\downarrow$. A single excitation has odd parity and does not couple to it, so one configuration, $u_\uparrow u_\downarrow$, remains.

Both configurations have the same mean repulsion, so they differ in energy by $4\tau$. Their coupling is $K=U\sum_m g_m^2u_m^2=2U/4=U/2$. For the wave function $g_\uparrow g_\downarrow+c\,u_\uparrow u_\downarrow$, with energy $E$ measured from the reference,
$$E=Kc,\qquad K+4\tau c=Ec .$$
Hence $E^2-4\tau E-K^2=0$. The root that vanishes with $K$ is
$$E=2\tau-\sqrt{4\tau^2+K^2}.$$

The term $Ec=Kc^2$ is quadratic in the amplitude. Without it $E=-K^2/4\tau$, which is too low. For $\tau=1$ and $U=3$ the exact value is $2-\sqrt{6.25}=-0.5$, and the linear equation gives $-0.5625$.

With many pairs, the right side $E_cc$ contains the correlation energy of all of them. Most of it must cancel, or the energy of separated systems would not add up. What should survive is the part belonging to pairs that cannot be excited together with the given one. The CEPA shifts estimate that part.

## 2. The CCD equations

Let $i,j,k,l$ be occupied and $a,b,c,d$ empty spin orbitals, all real. Define
$$\Phi_{ij}^{ab}=a^\dagger b^\dagger ji\,\Phi_0,\qquad T_2=\tfrac14\sum_{ijab}t_{ij}^{ab}\,a^\dagger b^\dagger ji,$$
with $t_{ij}^{ab}$ antisymmetric in $ij$ and in $ab$. Then $\langle\Phi_0|H|\Phi_{ij}^{ab}\rangle=\langle ij\|ab\rangle$. The pair energies and their sums are
$$\varepsilon_{ij}=\tfrac12\sum_{cd}\langle ij\|cd\rangle t_{ij}^{cd},\qquad e_i=\sum_k\varepsilon_{ik},\qquad E_c=\sum_{i<j}\varepsilon_{ij}.$$
Note that $\varepsilon_{ii}=0$.

CCD inserts $e^{T_2}\Phi_0$ into the Schrödinger equation and projects on $\Phi_0$ and on the doubles. A two-body $H$ does not connect a double to the sextuples in $T_2^3\Phi_0$, so
$$\langle\Phi_{ij}^{ab}|H-E_0|(1+T_2)\Phi_0\rangle+Q_{ij}^{ab}=0,$$
$$Q_{ij}^{ab}=\langle\Phi_{ij}^{ab}|H\,\tfrac12T_2^2|\Phi_0\rangle-E_ct_{ij}^{ab}.$$
Here $E_0=\langle\Phi_0|H|\Phi_0\rangle$. Single excitations are left out throughout.

A CEPA method replaces $Q_{ij}^{ab}$ by $-\Delta_{ij}t_{ij}^{ab}$:
$$\langle\Phi_{ij}^{ab}|H-E_0|(1+T_2)\Phi_0\rangle=\Delta_{ij}t_{ij}^{ab}.$$
CEPA(0) sets $\Delta_{ij}=0$. Doubles CI (CID) has $\Delta_{ij}=E_c$ for every pair.

## 3. The exclusion principle in the quadratic term

The quadruples that couple to $\Phi_{ij}^{ab}$ contain $i,j,a,b$ and four further labels $k,l,c,d$. The matrix element is $\langle kl\|cd\rangle$. The coefficient of the quadruple in $\frac12T_2^2\Phi_0$ distributes four holes and four particles over two amplitudes. There are $6\times6$ ordered ways. The factor $\frac12$ removes the order of the two amplitudes and leaves 18 signed products.

One of them is the direct product $t_{ij}^{ab}t_{kl}^{cd}$. It contributes
$$t_{ij}^{ab}\sum_{k<l}{}^{'}\sum_{c<d}{}^{'}\langle kl\|cd\rangle t_{kl}^{cd}.$$
The primes exclude $i,j$ from the holes and $a,b$ from the particles, because no spin orbital can be emptied or filled twice. The same sum without primes is $E_ct_{ij}^{ab}$, which $Q$ subtracts. What remains is minus the terms that the primes exclude, called exclusion-principle-violating (EPV) terms.

Separate them into two groups. In the first, $kl$ shares a hole with $ij$, and $c,d$ are free. In the second, the holes are distinct and a particle is shared. CEPA(3) keeps the first group and drops the second, together with the other 17 products. This is an approximation; nothing here shows that the dropped terms are small.

For fixed $kl$, summing over $c<d$ gives $\varepsilon_{kl}$. The sum $e_i$ contains all pairs with hole $i$, and $e_j$ all pairs with hole $j$. The pair $ij$ is in both and must be subtracted once:
$$\Delta^{(3)}_{ij}=e_i+e_j-\varepsilon_{ij}=\varepsilon_{ij}+\sum_{k\ne i,j}(\varepsilon_{ik}+\varepsilon_{jk}).$$

## 4. The same shift from the connected terms

The complete coefficient is antisymmetric in its four hole labels and in its four particle labels. It vanishes when two of them coincide, so the primes may be dropped if all 18 products are kept together:
$$\sum_{k<l}{}^{'}\sum_{c<d}{}^{'}\;\to\;\tfrac14\sum_{klcd}.$$
The direct product then gives $E_ct_{ij}^{ab}$ in full and cancels the subtraction in $Q$. The other 17 form four groups, $Q=A+B+C+D$.

With holes split as $ij|kl$, the sign of each product is that of its particle permutation. The split $cd|ab$ is even:
$$A=\tfrac14\sum_{klcd}\langle kl\|cd\rangle t_{ij}^{cd}t_{kl}^{ab}.$$
The splits $ac|bd$ and $bd|ac$ are odd; $ad|bc$ and $bc|ad$ are even. Exchanging the summation labels $c,d$ shows that they are equal in twos:
$$D=-\tfrac12\sum_{klcd}\langle kl\|cd\rangle\left(t_{ij}^{ac}t_{kl}^{bd}-t_{ij}^{bc}t_{kl}^{ad}\right).$$

The hole split $ik|jl$ is odd and $il|jk$ is even. Exchanging $k,l$ makes them equal, so the prefactor is $-2\times\frac14=-\frac12$. The particle splits $ab|cd$ and $cd|ab$ give
$$C=-\tfrac12\sum_{klcd}\langle kl\|cd\rangle\left(t_{ik}^{ab}t_{jl}^{cd}+t_{ik}^{cd}t_{jl}^{ab}\right).$$
The four mixed splits, again equal in twos, give
$$B=\sum_{klcd}\langle kl\|cd\rangle\left(t_{ik}^{ac}t_{jl}^{bd}-t_{ik}^{bc}t_{jl}^{ad}\right).$$

Now define $X_{kj}=\frac12\sum_{lcd}\langle kl\|cd\rangle t_{jl}^{cd}$. In the second part of $C$ exchange the labels $k,l$. The integral changes sign, and $t_{jk}^{ab}=-t_{kj}^{ab}$ changes it back:
$$C=-\sum_k\left(X_{kj}t_{ik}^{ab}+X_{ki}t_{kj}^{ab}\right).$$

Look for the parts of $A$ and $C$ that return the amplitude of the same pair $ij$. In $A$ these are $kl=ij$ and $kl=ji$, which are equal and add to $+\varepsilon_{ij}t_{ij}^{ab}$. In $C$ they are $k=j$ in the first part and $k=i$ in the second. Since $X_{jj}=\sum_l\varepsilon_{jl}=e_j$, they add to $-(e_i+e_j)t_{ij}^{ab}$. Together they are $-\Delta^{(3)}_{ij}t_{ij}^{ab}$. The term $A$ corrects the double counting of $\varepsilon_{ij}$ in $C$.

## 5. CEPA(1) and CEPA(2)

Keeping all hole-type EPV terms gives CEPA(3) alone. The other two methods need a further choice. Give the pairs that share just one hole with $ij$ a weight $w$:
$$\Delta_{ij}=\varepsilon_{ij}+w\sum_{k\ne i,j}(\varepsilon_{ik}+\varepsilon_{jk})=(1-2w)\varepsilon_{ij}+w(e_i+e_j).$$
The second form follows because $e_i+e_j$ contains $\varepsilon_{ij}$ twice. The three methods are

- CEPA(2), $w=0$: $\Delta_{ij}=\varepsilon_{ij}$;
- CEPA(1), $w=\frac12$: $\Delta_{ij}=\frac12(e_i+e_j)$;
- CEPA(3), $w=1$: $\Delta_{ij}=e_i+e_j-\varepsilon_{ij}$.

For given amplitudes the CEPA(1) shift is the mean of the other two. The weight $\frac12$ is not forced by the CCD equations, but it has one distinction: it removes the explicit $\varepsilon_{ij}$ and leaves a sum of one-hole terms.

This matters for spin. On the doubles, the CEPA(1) shift acts as the one-body operator $\frac12\sum_ie_i(1-n_i)$, with $i$ over the occupied spin orbitals. In a closed-shell singlet $e_i$ is the same for both spins of an orbital, so this operator conserves total spin, and a singlet solution is consistent. For $w\ne\frac12$ the shift also contains $\varepsilon_{ij}$, which in general differs between parallel and opposite spins. The spin-orbital forms of CEPA(2) and CEPA(3) can then mix other spins into the wave function. All numbers below use these spin-orbital shifts. Closed-shell versions that build the shift from spin-adapted pair energies keep the singlet, and for CEPA(2) and CEPA(3) their energies can differ from the ones given here.

## 6. Two electrons

With two electrons there is no $k\ne i,j$. For every $w$,
$$\Delta_{12}=\varepsilon_{12}=E_c,$$
and the CEPA equation becomes the CID eigenvalue equation. The solution that goes to zero with the coupling is the one meant here. CEPA(0) lacks the term and does not have this property.

CCD reaches the same equation because $T_2^2\Phi_0=0$, so that $Q=-E_ct$. The cancellation can be followed term by term. In $X_{21}$, the choice $l=1$ contains $t_{11}^{cd}=0$ and $l=2$ contains $\langle22\|cd\rangle=0$. Thus $X$ is diagonal, with $X_{11}=X_{22}=\varepsilon_{12}$, and
$$A+C=(\varepsilon_{12}-2\varepsilon_{12})\,t=-E_ct,\qquad B+D=0.$$
Omitting $B$ and $D$ does no harm for one pair.

"Exact" refers here to the space of the reference and its doubles. It means full CI only if singles do not contribute, as in section 1. A case where they do is a chain of four sites with two electrons. The hoppings are 1, 0.8 and 1.1, and the site repulsions, in the form of section 1, are 1, 1.2, 0.8 and 1. A term $0.5\,n_mn_{m+1}$ acts between neighbours. The reference doubly occupies the lowest orbital of the hopping matrix, which is not a Hartree–Fock orbital. Diagonalization and iterative solution give correlation energies of $-0.0540$ for CID and for all three CEPA methods, $-0.0557$ for CEPA(0), and $-0.0750$ for full CI. The difference between CID and full CI is due to the missing singles.

## 7. Rotation of the occupied orbitals

Let the occupied orbitals be mixed by a real orthogonal matrix $R$, $\phi_i'=\sum_k\phi_kR_{ki}$. The reference changes at most by a sign. The space of double excitations is unchanged, so full CI and CID give the same energy as before. Whether an approximate quadratic term respects this has to be checked.

The amplitudes and integrals acquire one factor $R$ for each hole label. In $X$ the label $l$ is summed over, and $\sum_lR_{pl}R_{ql}=\delta_{pq}$. Therefore
$$X'=R^{\mathsf T}XR .$$
The complete term $C$ transforms like an amplitude, because its sum over $k$ contracts one factor $R$ from $X$ with one from $t$. The same holds for $A$, which contains the matrix
$$W_{kl,ij}=\tfrac12\sum_{cd}\langle kl\|cd\rangle t_{ij}^{cd}.$$

CEPA keeps only $X_{ii}=e_i$ and $W_{ij,ij}=\varepsilon_{ij}$. In general
$$\operatorname{diag}(R^{\mathsf T}XR)\ne R^{\mathsf T}\operatorname{diag}(X)R,$$
and likewise for $W$. The rotated solution no longer satisfies the rotated equations, and the energy depends on the orbitals.

The cut to the diagonal is the cause. Replace $Q$ by the uncut terms $\frac12C$, $-A$ or $A+C$. Their same-pair parts are $-\Delta_{ij}t_{ij}^{ab}$ for CEPA(1), (2) and (3). The uncut equations are invariant, and by section 6 each gives $-E_ct$ for two electrons. The term $-A$ has the opposite sign to the one in CCD, so it is a comparison partner for CEPA(2), not a truncation of CCD. The same holds for $\frac12C$, since CCD contains $C$ with full weight.

There is an exception. If $X$ is a multiple of the unit matrix, rotation does not change it, and the CEPA(1) solution remains a solution.

## 8. Two separated pairs

Take two dimers of section 1 with no coupling between them, $\tau=1$ as the unit of energy, and $U_A=1$, $U_B=3$. Then $K_A=0.5$ and $K_B=1.5$. The full CI energy is the sum
$$(2-\sqrt{4.25})+(2-\sqrt{6.25})=-0.06155-0.5=-0.56155.$$

With one occupied orbital on each dimer, pair energies between dimers vanish. The shift of each dimer's own pair is its own pair energy, for every $w$. All three CEPA methods give the exact sum.

Now mix the occupied orbitals by $45^\circ$: $\phi_1=(g_A+g_B)/\sqrt2$ and $\phi_2=(g_B-g_A)/\sqrt2$. Let $c_A,c_B$ be the amplitudes for exciting $g_A^2$ to $u_A^2$ and $g_B^2$ to $u_B^2$. Each opposite-spin pair $pq$ contains both excitations. Its integral and its amplitude each carry two factors $\pm1/\sqrt2$, so
$$\varepsilon_{pq}=\tfrac14(K_Ac_A+K_Bc_B)=\frac s2,\qquad s=\tfrac12(K_Ac_A+K_Bc_B).$$
Same-spin pair energies vanish. An electron has two opposite-spin partners, so $e_p=s$. The shifts of all opposite-spin pairs are equal,
$$\Delta=\lambda s,\qquad \lambda=\tfrac12,\;1,\;\tfrac32\quad\text{for CEPA(2), (1), (3)}.$$

A uniform shift does not disturb the form of the two excitations, and $4\tau$ is still the energy of each. For $m=A,B$,
$$K_m+4\tau c_m=\lambda s\,c_m,\qquad c_m=-\frac{K_m}{4\tau-\lambda s}.$$
Insert this in $s$ and write $\overline{K^2}=\frac12(K_A^2+K_B^2)$. Then $\lambda s^2-4\tau s-\overline{K^2}=0$, and with $E=2s$
$$E=\frac{2}{\lambda}\left[2\tau-\sqrt{4\tau^2+\lambda\overline{K^2}}\right].$$
Here $\overline{K^2}=(0.25+2.25)/2=1.25$. The three energies are

- CEPA(2): $4(2-\sqrt{4.625})=-0.6023$;
- CEPA(1): $2(2-\sqrt{5.25})=-0.5826$;
- CEPA(3): $\frac43(2-\sqrt{5.875})=-0.5651$.

Relative to full CI the errors are $-0.0408$, $-0.0210$ and $-0.0036$. The dimers have not changed; only the description of the same reference has. In CEPA(1) the error arises because both excitations receive the mean shift $s$, while each needs its own pair energy. In the other two methods the factor $\lambda\ne1$ acts as well. Orbitals localized on the pairs guarantee additivity for separated pairs; with mixed orbitals it is in general lost.

At intermediate angles the equations are solved by iteration:

| Angle | CEPA(1) | CEPA(2) | CEPA(3) |
|---|---|---|---|
| 0° | −0.5616 | −0.5616 | −0.5616 |
| 15° | −0.5666 | −0.5748 | −0.5594 |
| 30° | −0.5771 | −0.5951 | −0.5612 |
| 45° | −0.5826 | −0.6023 | −0.5651 |

The CEPA(3) energy first rises above the exact value and then falls below it. Its small error at 30° belongs to this change of sign.

For two identical dimers with $U=3$, $X$ is a multiple of the unit matrix, and CEPA(1) keeps the exact energy $-1$ at 45°. CEPA(2) gives $-1.0554$ and CEPA(3) gives $-0.9543$. Invariance in one symmetric case is thus no proof of invariance in general.

## 9. Coupled pairs

Join the two unequal dimers into a chain by a hopping of 0.4. Changing the sign of the orbitals on alternate sites exchanges the occupied and empty orbitals of the hopping matrix. Each site therefore has density $\frac12$ per spin. The mean field of $U(n_\uparrow-\frac12)(n_\downarrow-\frac12)$ then vanishes, and the hopping orbitals are Hartree–Fock orbitals.

At 0° the occupied orbitals are the canonical ones, one even and one odd under the reflection that leaves the hopping matrix unchanged (the repulsions do not share this symmetry). At 45° their components add on one dimer and partly cancel on the other, so each orbital is concentrated on one dimer. The angle turns the even orbital toward the dimer with $U=1$. The sense matters at intermediate angles: the opposite one gives $-0.5549$, $-0.5720$, $-0.5396$ at 15° and $-0.5452$, $-0.5542$, $-0.5373$ at 30°, while 0° and 45° are unaffected. Iterative solution gives these correlation energies:

| Angle | CEPA(1) | CEPA(2) | CEPA(3) |
|---|---|---|---|
| 0° | −0.5580 | −0.5763 | −0.5419 |
| 15° | −0.5513 | −0.5671 | −0.5373 |
| 30° | −0.5419 | −0.5481 | −0.5363 |
| 45° | −0.5389 | −0.5393 | −0.5386 |

CCD gives $-0.5385$ at all four angles. The uncut forms give $-0.5388$ for $\frac12C$, $-0.5390$ for $-A$ and $-0.5385$ for $A+C$, also at all four. Full CI, which here includes singles, triples and quadruples, gives $-0.5422$.

With the localized orbitals the three CEPA energies lie within 0.001 of CCD. With the canonical orbitals CEPA(2) differs from CCD by $-0.038$. CEPA(3) at 0° lies closer to full CI than CCD does, but this agreement changes with the orbital choice and is no measure of the method's quality.

The spin argument of section 5 can also be seen here. The operator $S_+$ annihilates a singlet. At 0° the norm of $S_+T_2\Phi_0$ is zero to rounding for CEPA(1), $8.5\times10^{-4}$ for CEPA(2) and $5.6\times10^{-4}$ for CEPA(3).

A CEPA(1), (2) or (3) energy is thus defined only together with a rule that fixes the occupied orbitals. For electron pairs that are nearly separate, localization is the choice that keeps the one-pair result within the larger system. That result is exact in the doubles space of each pair, and it is full CI only where singles do not contribute, as in section 1. The agreement weakens as the pairs couple: with the hopping between the dimers raised from 0.4 to 1, the three CEPA energies in localized orbitals spread over 0.010.

Numerical values quoted here were computed with a short program.
